# The Fang-Howard Inverse Length by Energy Minimization and by Force Balance

If the electrons of an inversion layer are treated as a charge sheet lying on the semiconductor surface, the potential drop across the layer itself is lost. In the example worked out below that drop is about 0.06 V. Giving the layer a thickness repairs this, provided the thickness is right. If it is found by minimizing the energy level of one electron while the layer's own potential is varied along with the thickness, the field energy of the inversion charge is weighted twice too heavily, and the inverse length comes out 12 percent above the value of least total energy in the same example. For the trial function used here, the correct weight of the inversion density is $11/32$. It is derived here first from the total energy and then from the forces on a single electron.

## The model

The semiconductor fills $z>0$ and is p-type. An impenetrable wall at $z=0$ separates it from the gate insulator. Electrons of density $N_s$ per area occupy one subband. Ionized acceptors contribute a further negative charge, of number density $N_d$ per area. Deep in the semiconductor the field vanishes.

Atomic units are used in the algebra: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are all one. The relative permittivity is $\kappa$, and $m$ is the effective mass for motion normal to the wall. The Fang-Howard trial function is

$$\psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad n(z)=\psi^2=\frac{b^3}{2}z^2e^{-bz}.$$

It vanishes at the wall, and $b$ is the inverse length to be found. All moments follow from $\int_0^\infty z^k e^{-bz}dz=k!/b^{k+1}$:

$$\int_0^\infty n\,dz=\frac{b^3}{2}\frac{2}{b^3}=1,\qquad \langle z\rangle=\frac{b^3}{2}\frac{6}{b^4}=\frac3b,\qquad \langle z^2\rangle=\frac{b^3}{2}\frac{24}{b^5}=\frac{12}{b^2}.$$

The electrostatics needs the fraction of electrons lying beyond $z$. With $x=bz$, two integrations by parts give

$$Q(z)=\int_z^\infty n\,dz'=\frac12\int_x^\infty t^2e^{-t}dt=e^{-x}\left(1+x+\frac{x^2}{2}\right).$$

Gauss's law, applied between $z$ and the field-free interior, says that the field at $z$ is set by the charge beyond $z$. That charge is negative, so the field points into the semiconductor and pushes an electron toward the wall with the force

$$F(z)=\frac{4\pi}{\kappa}\left[N_d+N_sQ(z)\right].$$

Here all the depletion charge has been counted as lying beyond $z$. This is a good approximation when the depletion width $z_d$ is much larger than the layer thickness; the correction is computed later. The potential energy $V$, set to zero at the wall, obeys $V'(z)=F(z)$.

The interaction is treated in the Hartree approximation: each electron feels the average charge of the others, smeared uniformly along the surface. Exchange, correlation, the image potential of an individual electron and penetration into the insulator are left out.

## First derivation: the least total energy

Let $b$ vary at fixed $N_s$ and $N_d$. By neutrality the gate charge is then fixed too, so the field in the insulator, and its energy, do not depend on $b$. The kinetic energy of motion along the surface depends on $N_s$ but not on $b$. Two terms remain.

**Kinetic energy.** Since $\psi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}$,

$$T=\frac1{2m}\int_0^\infty\psi'^2dz=\frac{b^3}{4m}\left[\frac1b-b\,\frac1{b^2}+\frac{b^2}{4}\,\frac2{b^3}\right]=\frac{b^3}{4m}\,\frac1{2b}=\frac{b^2}{8m}.$$

**Field energy.** The energy density of the field is $\kappa F^2/8\pi$. Subtracting the part due to the depletion charge alone, which does not depend on $b$, leaves per area

$$\frac{\kappa}{8\pi}\left(\frac{4\pi}{\kappa}\right)^2\int_0^\infty\left[2N_dN_sQ+N_s^2Q^2\right]dz.$$

The prefactor is $2\pi/\kappa$. Division by $N_s$ gives the energy per electron,

$$U=\frac{4\pi}{\kappa}\left[N_d\int_0^\infty Q\,dz+\frac{N_s}{2}\int_0^\infty Q^2dz\right].$$

The factor $1/2$ in the second term has not been inserted by hand. It arises because the cross term in the square of a sum carries a factor two and the squared term does not.

The first integral is the mean distance: integrating by parts with $Q'=-n$ gives $\int Q\,dz=\int zn\,dz=3/b$. For the second,

$$\left(1+x+\frac{x^2}{2}\right)^2=1+2x+2x^2+x^3+\frac{x^4}{4},$$

and $\int_0^\infty x^ke^{-2x}dx=k!/2^{k+1}$, so that

$$\int_0^\infty Q^2dz=\frac1b\left[\frac12+\frac12+\frac12+\frac38+\frac3{16}\right]=\frac{33}{16\,b}.$$

This integral also has a direct meaning. $Q^2(z)$ is the probability that two independently chosen electrons both lie beyond $z$, so its integral is the mean of the smaller of their two distances.

Half of $33/16$ is $33/32=3\times 11/32$. Taking out the common factor three, the energy per electron is

$$\varepsilon(b)=T+U=\frac{b^2}{8m}+\frac{12\pi}{\kappa b}N^*,\qquad N^*=N_d+\frac{11}{32}N_s.$$

Confinement costs kinetic energy, which grows as $b^2$; spreading costs electrostatic energy, which grows as $1/b$. Setting the derivative to zero,

$$\frac{b}{4m}-\frac{12\pi N^*}{\kappa b^2}=0\quad\Longrightarrow\quad \boxed{\,b^3=\frac{48\pi m}{\kappa}\left(N_d+\frac{11}{32}N_s\right)\,}$$

There is one positive root, and $\varepsilon$ rises without limit for $b\to0$ and $b\to\infty$, so the root is the minimum. In SI units the same result reads $b^3=12\,m\,e^2N^*/(\hbar^2\kappa\varepsilon_0)$, with $m$ now the full effective mass; the factor $4\pi$ has become $e^2/\varepsilon_0$.

At the minimum $12\pi N^*/(\kappa b)=b^2/(4m)=2T$, and therefore $\varepsilon=3T=3b^2/(8m)$.

**The level is a different quantity.** An electron in the subband feels the full Hartree potential $V_H$, with $V_H'=(4\pi N_s/\kappa)Q$. Integration by parts gives its mean,

$$\langle V_H\rangle=\int_0^\infty nV_H\,dz=\int_0^\infty QV_H'\,dz=\frac{4\pi N_s}{\kappa}\,\frac{33}{16\,b},$$

without the factor $1/2$. With $\langle V_d\rangle=12\pi N_d/(\kappa b)$ for the depletion potential, the subband level is

$$E_0=T+\langle V_d\rangle+\langle V_H\rangle=\frac{b^2}{8m}+\frac{12\pi}{\kappa b}\left(N_d+\frac{11}{16}N_s\right).$$

Minimizing this expression would put $11/16$ in place of $11/32$. But $N_sE_0$ is not the energy of the layer, because it counts the $N_s$ part of the field energy twice. That part is not a pure repulsion. Since $\min(z,z')=\tfrac12(z+z'-|z-z'|)$, it splits per electron into $2\pi N_s\langle z\rangle/\kappa$, the attraction to the compensating gate charge, minus $\pi N_s\langle|z-z'|\rangle/\kappa$, the repulsion between electrons, with $\langle|z-z'|\rangle=2(3-33/16)/b=15/(8b)$. The level, measured from the wall, doubles both parts, and the attraction is the larger, so the layer comes out too thin. Doubling the repulsion alone would give the weight $3/16$ and a thicker layer. What $E_0$ does measure is the cost of adding an electron. Differentiate $N_s\varepsilon$ with respect to $N_s$ at fixed $N_d$. The change of $b$ contributes nothing, since $\partial\varepsilon/\partial b=0$, and the explicit dependence gives

$$\frac{d(N_s\varepsilon)}{dN_s}=\frac{b^2}{8m}+\frac{12\pi}{\kappa b}\left(N_d+\frac{2\cdot11}{32}N_s\right)=E_0.$$

The in-plane kinetic energy and the insulator field energy add their own costs, which are not included in $\varepsilon$.

## Second derivation: force balance on one electron

Now consider one electron among very many. If it alone changes its wave function, the potential made by the others does not change. Its best state is therefore sought in a frozen potential $V(z)$. Afterwards $V$ is required to be the potential made by electrons in that same state.

Changing $b$ to $\lambda b$ compresses the trial function by the factor $\lambda$ without altering its shape. The kinetic energy is multiplied by $\lambda^2$, and an electron formerly at $z$ moves to $z/\lambda$. In the frozen potential its energy is

$$e(\lambda)=\lambda^2T+\int_0^\infty n(z)\,V(z/\lambda)\,dz.$$

Differentiating and then setting $\lambda=1$ gives the condition that no small compression lowers the energy to first order:

$$e'(1)=2T-\langle zV'\rangle=0,\qquad\text{so}\qquad 2T=\langle zF\rangle.$$

This is the virial theorem for the trial state. Self-consistency enters through the force:

$$\langle zF\rangle=\frac{4\pi}{\kappa}\left[N_d\langle z\rangle+N_s\int_0^\infty z\,n\,Q\,dz\right].$$

Because $nQ=-\tfrac12(Q^2)'$, integration by parts gives

$$\int_0^\infty z\,n\,Q\,dz=\frac12\int_0^\infty Q^2dz=\frac{33}{32\,b}.$$

The boundary term $zQ^2$ vanishes at both ends. Inserting $T=b^2/8m$ and $\langle z\rangle=3/b$,

$$\frac{b^2}{4m}=\frac{4\pi}{\kappa}\,\frac3b\left(N_d+\frac{11}{32}N_s\right),$$

and multiplication by $4mb$ returns the boxed result.

This route shows what the number means. It is the mean of $Q$ weighted by distance:

$$\frac{\langle zQ\rangle}{\langle z\rangle}=\frac{33/32b}{3/b}=\frac{11}{32}.$$

The unweighted mean is $\int nQ\,dz=\tfrac12$, since on average half of the electrons lie beyond a given one. The average force thus contains $N_d+N_s/2$. Compressing the layer, however, moves the distant electrons most, and these feel the weakest field. The distance-weighted fraction is therefore smaller than one half.

It remains to see whether the stationary point is a minimum in the frozen potential. A second differentiation gives

$$e''(1)=2T+2\langle zV'\rangle+\langle z^2V''\rangle=6T+\langle z^2V''\rangle.$$

Here $V''=-(4\pi N_s/\kappa)n$ is negative, and

$$\int_0^\infty z^2n^2dz=\frac{b^6}{4}\,\frac{6!}{(2b)^7}=\frac{45}{32\,b}.$$

With $6T=(4\pi/\kappa b)\,9N^*$ this becomes

$$e''(1)=\frac{4\pi}{\kappa b}\left[9N_d+\frac{99-45}{32}N_s\right]>0,$$

so the electron sits at a local minimum.

## Two limits and a correction

**Few electrons.** For $N_s\to0$ the force is the constant $F_d=4\pi N_d/\kappa$, and $b^3=12mF_d$. The trial energy is

$$\varepsilon=\frac{3b^2}{8m}=\frac38\,12^{2/3}\left(\frac{F_d^2}{m}\right)^{1/3}.$$

The triangular well can also be solved without a trial function. Measuring $z$ in units of $\ell=(2mF_d)^{-1/3}$ makes both terms of the Schrödinger equation proportional to $F_d\ell$. The solution is a shifted Airy function, and the wall condition gives $E=|a_1|F_d\ell=|a_1|(F_d^2/2m)^{1/3}$, where $a_1$ is the first Airy zero. Both energies scale alike, so their ratio is independent of field and mass. Its value is 1.0592: the trial energy is 5.9 percent above the Airy energy.

**Little depletion charge.** For $N_d\ll N_s$ the result becomes $b^3=33\pi mN_s/(2\kappa)$. The electrons then hold themselves against the wall through the field between them and the gate charge. The thickness falls as $N_s^{-1/3}$, so eight times the density halves it, as long as only one subband is occupied. That condition limits the density. Without depletion charge the potential levels off at a finite height, which lies above the subband level by an amount growing as $N_s^{2/3}$. The Fermi energy grows as $N_s$, so at high density electrons spill into higher states and this limit no longer applies. With the masses, permittivity and $N_s$ of the example below, but no depletion charge, that point has already been passed.

**Finite depletion width.** With uniform doping the depletion charge beyond $z$ is $N_d(1-z/z_d)$, and the depletion potential becomes $(4\pi N_d/\kappa)(z-z^2/2z_d)$. Using $\langle z^2\rangle=12/b^2$, the energy per electron gains the term $-C/b^2$ with $C=24\pi N_d/(\kappa z_d)$. The exponentially small tail beyond $z_d$ is ignored. Let the new minimum be at $rb$, where $b$ is the old one. The stationarity condition is

$$\frac{rb}{4m}-\frac{b}{4mr^2}+\frac{2C}{r^3b^3}=0.$$

Multiplying by $4mr^2/b$ and using $b^3=48\pi mN^*/\kappa$ gives

$$r^3=1-\frac{\eta}{r},\qquad \eta=\frac{8mC}{b^4}=\frac{4N_d}{N^*\,b\,z_d}.$$

For small $\eta$ the solution is $r-1=-\eta/3-2\eta^2/9+\dots$, so to leading order

$$\frac{\delta b}{b}=-\frac43\,\frac{N_d}{N^*}\,\frac1{b\,z_d}.$$

The layer becomes slightly thicker because the depletion field weakens with depth.

## A worked example

Take the round model values $m=0.9$, $\kappa=12$, $N_d=1\times10^{-4}$ Å$^{-2}$, $N_s=2\times10^{-4}$ Å$^{-2}$ and $z_d=1000$ Å. The effective density is

$$N^*=(1+0.34375\times2)\times10^{-4}=1.6875\times10^{-4}\ \text{Å}^{-2}.$$

One inverse bohr is 1.890 Å$^{-1}$, so in atomic units $N^*=4.725\times10^{-5}$. Then

$$b^3=\frac{48\pi\times0.9}{12}\times4.725\times10^{-5}=5.344\times10^{-4},$$

and $b=0.08115$ bohr$^{-1}$, or 0.1534 Å$^{-1}$. The mean distance from the wall is $3/b=19.6$ Å.

The kinetic energy is 0.02489 eV, the depletion energy 0.02950 eV and half the mean Hartree potential 0.02028 eV. Their sum is the energy per electron, 0.07467 eV (0.002744 hartree). The two electrostatic terms add to 0.04978 eV, twice the kinetic energy, as force balance requires. The level contains the whole Hartree mean of 0.04056 eV and lies at 0.09495 eV. A numerical derivative of the minimized $N_s\varepsilon$ gives the same value to the digits shown.

The potential drop quoted at the start follows from $\int(4\pi N_s/\kappa)Q\,dz=4\pi N_s\langle z\rangle/\kappa$. This is $N_s/N_d=2$ times the depletion energy, or 0.059 eV for one electron in the trial density. The smaller mean distance of the self-consistent solution described below reduces it to 0.055 eV.

Minimizing the level would give $b=0.1719$ Å$^{-1}$. The total energy there is 0.07568 eV, 1.4 percent above the minimum. The penalty is small because the energy is flat near its minimum, while $b$ lies 12 percent above its value there.

For the finite depletion width, $N_d/N^*=0.593$ and $bz_d=153$ give a shift of $-0.515$ percent. Direct minimization gives $-0.521$ percent. The second-order term, with $\eta=0.0155$, adds $-0.005$ percent and accounts for the difference to within rounding.

A numerical solution of the coupled Schrödinger and Poisson equations, in the same Hartree model with a uniform depletion field, removes the restriction to the trial function. It gives 0.07206 eV per electron, so the trial energy is 3.6 percent too high relative to it. Its mean distance is 18.3 Å, which makes the trial layer about 7 percent too thick. The $b$ that minimizes the level gives 17.5 Å, about 5 percent too thin. That it comes slightly closer here is an accident: the excess weight of the $N_s$ term, which thins the layer, works against the error of the trial function, which makes it too thick. Its total energy is still the higher of the two. This reference still omits everything the Hartree model omits, and the omitted terms are not smaller than these errors. For an insulator of permittivity $\kappa_i$ the image potential is $(\kappa-\kappa_i)/[4\kappa(\kappa+\kappa_i)z]$, and $\langle1/z\rangle=b/2$. With $\kappa_i=3.9$ it adds about 0.012 eV and lowers the best $b$ by about 7 percent.

The assumption of one subband can be checked as well. Let there be two equivalent valleys with in-plane mass $m_\parallel=0.2$. Counting both spins, a valley filled to wave number $k$ holds $k^2/2\pi$ electrons per area, so the Fermi energy above the level is $\pi N_s/(2m_\parallel)$, here 0.012 eV. The next subband of these valleys lies 0.044 eV above the first and is empty at zero temperature. Once the thermal energy is no longer small beside the remaining 0.032 eV, it begins to fill, and the formula for $b$ loses its basis. Valleys with another normal mass need a separate check. At a silicon (100) surface, four further valleys have a normal mass near 0.19. In the potential of this example their lowest level lies about 0.042 eV above the ground subband, slightly below the second subband just quoted, and at room temperature less than half of the electrons would remain in the ground subband. The one-subband result is a low-temperature result.

## What each derivation assumes

Both derivations use the same physical model: a hard wall, one occupied subband, fixed charges, a uniform depletion field and the Hartree interaction. Neither is evidence for that model. They differ in what they take as the condition that determines $b$.

The first assumes that the energy of the whole layer is known as a functional of the density, and that the best $b$ makes it least. In return it gives more than $b$. It shows that the minimum is unique, it supplies the energy and the cost of an added electron, and its value cannot lie below the least Hartree energy, because the trial functions are a subset of all allowed functions. It would work equally for a family of functions whose shape changes with the parameter.

The second needs no energy of the layer, and the question of double counting does not arise. It assumes that one electron is too small a part of the layer to alter the potential, and that all electrons share one wave function for the motion normal to the wall. The virial form also relies on $b$ being a pure scale. It yields a state that is stationary and locally stable against a change of scale, but by itself no total energy and no bound.

The two conditions agree because the Hartree term is symmetric in the two electrons. Per electron it is half a double integral over $n(z)$ and $n(z')$ with the kernel $(4\pi N_s/\kappa)\min(z,z')$. Varying $b$ changes both densities equally, and the two equal changes cancel the half. What remains is the change of one density in the potential of the other, which is the frozen-potential condition. Minimizing the level satisfies neither: it varies both densities but keeps the full weight, and so doubles the $N_s$ part of the confining force.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
normal mass: 0.9 electron masses
relative permittivity: 12.0
in-plane mass: 0.2 electron masses
equivalent valleys: 2
depletion density N_d: 1.000e-04 angstrom^-2
inversion density N_s: 2.000e-04 angstrom^-2
depletion width z_d: 1000 angstrom
mean z, symbolic: 3/b
mean z^2, symbolic: 12/b**2
mean min(z,z'), symbolic: 33/(16*b)
11/32 as decimal: 0.34375
smallest fitted coefficient: 0.34369
largest fitted coefficient: 0.34374
effective density N*: 1.6875e-04 angstrom^-2
b, formula: 0.15336 angstrom^-1
b, formula, atomic units: 0.08115 bohr^-1
b, numerical minimum: 0.15335 angstrom^-1
mean distance 3/b: 19.56 angstrom
kinetic energy: 0.02489 eV
depletion energy: 0.02950 eV
full Hartree potential mean: 0.04056 eV
half Hartree potential mean: 0.02028 eV
total energy per electron: 0.07467 eV
total energy, atomic units: 0.002744 hartree
subband level, trial: 0.09495 eV
d(N_s energy)/dN_s, numerical: 0.09495 eV
coefficient if level minimized: 0.68747
b if level minimized: 0.17186 angstrom^-1
total energy at that b: 0.07568 eV
width shift of b, numerical: -0.521 percent
width shift of b, formula: -0.515 percent
self-consistent total energy: 0.07206 eV
trial excess over it: 3.62 percent
self-consistent level: 0.09244 eV
self-consistent mean distance: 18.34 angstrom
subband spacing: 0.04426 eV
Fermi energy above level: 0.01197 eV
triangular well, trial/Airy energy: 1.0592
```
